# What does a Landau-fan intercept measure besides the Berry phase?: a numerical check

```python
"""
Result under test: levels of one closed electron orbit cross a fixed chemical
potential mu at F/B = n + 1/2 - Lambda/(2 pi), where
Lambda = Berry phase + orbital-moment phase + Zeeman phase.
The fan intercept (n against 1/B) is -1/2 + Lambda/(2 pi), modulo 1.
Also tested: when resistivity and conductivity maxima are in antiphase,
exchanging them in the indexing moves the intercept by one half.

Model: H = hbar^2 k^2/(2m) + hv (kx sx + ky sy) + (gap + g muB B/2) sz
hv: hbar times velocity; inv_m: m_e/m; gap: half gap; g: g-factor.
Internal units: meV, nm, tesla. Charge is -e and B points along +z.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

FLUX = sc.hbar / sc.e * 1e18                       # hbar/e in T nm^2
H2M = sc.hbar**2 / sc.m_e / sc.e * 1e21            # hbar^2/m_e in meV nm^2
MUB = sc.hbar / (2 * sc.m_e) * 1e3                 # Bohr magneton in meV/T
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
Model = namedtuple("Model", "hv inv_m gap g")
TOP = 60                                           # highest Landau index kept


def wrap(x):
    """Bring a number into [-1/2, 1/2)."""
    return (x + 0.5) % 1.0 - 0.5


def bloch(kx, ky, p):
    return (0.5 * H2M * p.inv_m * (kx**2 + ky**2) * np.eye(2)
            + p.hv * (kx * SX + ky * SY) + p.gap * SZ)


def upper_state(kx, ky, p):
    """Upper-band energy and eigenvector, first component made real."""
    energy, vec = np.linalg.eigh(bloch(kx, ky, p))
    u = vec[:, 1]
    return energy[1], u * np.exp(-1j * np.angle(u[0]))


def fermi_k(mu, p):
    return brentq(lambda k: upper_state(k, 0.0, p)[0] - mu, 1e-4, 1.5,
                  xtol=1e-14)


def orbit_data(mu, p):
    """Orbit quantities computed from their definitions."""
    k = fermi_k(mu, p)
    h = 0.01
    dS_dE = np.pi * (fermi_k(mu + h, p)**2 - fermi_k(mu - h, p)**2) / (2 * h)
    angles = np.linspace(0, 2 * np.pi, 2000, endpoint=False)
    loop = [upper_state(k * np.cos(t), k * np.sin(t), p)[1] for t in angles]
    product = 1.0 + 0j
    for j in range(len(loop)):
        product *= np.vdot(loop[j], loop[(j + 1) % len(loop)])
    berry = -np.angle(product)
    d = 1e-4
    energy, u = upper_state(k, 0.0, p)
    du_x = (upper_state(k + d, 0, p)[1] - upper_state(k - d, 0, p)[1]) / (2*d)
    du_y = (upper_state(k, d, p)[1] - upper_state(k, -d, p)[1]) / (2 * d)
    # orbital moment times hbar/e, in meV nm^2
    moment = np.vdot(du_x, (bloch(k, 0, p) - energy * np.eye(2)) @ du_y).imag
    spin = np.vdot(u, SZ @ u).real
    orbital = moment * dS_dE
    zeeman = -0.5 * p.g * MUB * FLUX * spin * dS_dE
    return dict(k=k, dS_dE=dS_dE, berry=berry, moment=moment, spin=spin,
                orbital=orbital, zeeman=zeeman, F=FLUX * k**2 / 2,
                mc=H2M * dS_dE / (2 * np.pi),
                intercept=wrap(-0.5 + (berry + orbital + zeeman)/(2*np.pi)))


def matrix_levels(B, p):
    """Upper-branch levels n = 1..TOP from the ladder-operator matrix."""
    hw = H2M * p.inv_m * B / FLUX
    mass = p.gap + 0.5 * p.g * MUB * B
    lower = np.zeros((TOP, TOP + 1))
    lower[np.arange(TOP), np.arange(1, TOP + 1)] = np.sqrt(
        np.arange(1, TOP + 1))
    coupling = p.hv * np.sqrt(2 * B / FLUX) * lower
    up = np.diag(hw * (np.arange(TOP) + 0.5) + mass)
    down = np.diag(hw * (np.arange(TOP + 1) + 0.5) - mass)
    return np.linalg.eigvalsh(np.block([[up, coupling],
                                        [coupling.T, down]]))[-TOP:]


def closed_level(n, B, p):
    hw = H2M * p.inv_m * B / FLUX
    mass = p.gap + 0.5 * p.g * MUB * B
    return n * hw + np.sqrt((mass - hw / 2)**2 + 2 * n * p.hv**2 * B / FLUX)


def fan(mu, p, indices=range(20, 41, 4), drift=0.0):
    """Line fit of n against 1/B at the diagonalized level crossings."""
    F = FLUX * fermi_k(mu, p)**2 / 2
    fields = [brentq(lambda B: matrix_levels(B, p)[n - 1] - mu - drift * B,
                     0.8 * F / n, 1.25 * F / n, xtol=1e-11) for n in indices]
    slope, intercept = np.polyfit(1 / np.array(fields), list(indices), 1)
    return slope, intercept


mu = 150.0
full = Model(hv=300.0, inv_m=2.0, gap=50.0, g=20.0)
data = orbit_data(mu, full)

# Closed expressions against definitions
W = mu - 0.5 * H2M * full.inv_m * data["k"]**2
ratio = full.gap / W
assert abs(wrap((data["berry"] + np.pi * (1 - ratio)) / (2*np.pi))) < 1e-5
assert abs(data["moment"] + full.hv**2 * full.gap / (2 * W**2)) < 1e-3
assert abs(data["spin"] - ratio) < 1e-9
delta = ratio * data["mc"] * (full.inv_m / 2 - full.g / 4)
assert abs(wrap(delta - data["intercept"])) < 1e-5
for B_test in (2.0, 5.0):
    assert np.allclose(matrix_levels(B_test, full),
                       closed_level(np.arange(1, TOP + 1), B_test, full),
                       atol=1e-8)

# Fans from diagonalization; the line fit leaves an error of order B
slope, cut = fan(mu, full)
cut_high = fan(mu, full, range(10, 17))[1]
assert abs(slope / data["F"] - 1) < 1e-3
assert abs(wrap(cut - data["intercept"])) < 0.01
assert abs(wrap(cut - delta)) < abs(wrap(cut_high - delta))
no_zeeman = full._replace(g=0.0)
data0 = orbit_data(mu, no_zeeman)
cut0 = fan(mu, no_zeeman)[1]
assert abs(wrap(cut0 - data0["intercept"])) < 0.01
assert abs(wrap(cut - cut0 - data["zeeman"] / (2 * np.pi))) < 0.01
berry_only = wrap(-0.5 + data["berry"] / (2 * np.pi))
assert abs(wrap(cut0 - berry_only)) > 0.05         # moment is really needed

# Pure gapped Dirac band: intercept fixed while the Berry phase moves
dirac = []
for gap in (20.0, 50.0, 100.0):
    p = Model(300.0, 0.0, gap, 0.0)
    dd = orbit_data(mu, p)
    c = fan(mu, p)[1]
    assert abs(c) < 1e-6 and abs(dd["intercept"]) < 1e-4
    dirac.append((gap, (dd["berry"] / np.pi) % 2, c))
assert abs(dirac[0][1] - dirac[2][1]) > 0.3

# Drifting chemical potential and time-reversed partner
eta = 0.2
spacing = 2 * np.pi / (FLUX * data["dS_dE"])       # level spacing per tesla
cut_drift = fan(mu, full, drift=eta)[1]
assert abs(cut_drift - cut - eta / spacing) < 0.01
partner = full._replace(gap=-full.gap)
data_p = orbit_data(mu, partner)
cut_p = fan(mu, partner)[1]
assert abs(wrap(cut_p - data_p["intercept"])) < 0.01
assert abs(wrap(cut_p + delta)) < 0.01
total = data["berry"] + data["orbital"] + data["zeeman"]
total_p = data_p["berry"] + data_p["orbital"] + data_p["zeeman"]
assert abs(wrap((total + total_p) / (2 * np.pi))) < 1e-4

# Transport from broadened levels and full tensor inversion
width, mobility, parallel = 1.5, 1.0, 2.0
u_grid = np.linspace(1 / 5.2, 1 / 3.0, 20001)
B_grid = 1 / u_grid


def relative_dos(p):
    """Density of states at mu over its zero-field value."""
    dos = np.zeros_like(B_grid)
    for n in range(1, TOP + 1):
        x = (mu - closed_level(n, B_grid, p)) / width
        dos += np.exp(-x**2 / 2) / (width * np.sqrt(2 * np.pi))
    return dos * B_grid / (2*np.pi*FLUX) / (data["dS_dE"] / (4*np.pi**2))


def conductivity(r, x, s):
    """sigma_xx + i sigma_xy over the pocket's zero-field conductivity."""
    return 1 / (r - 1j * x) + s


def maxima_fan(signal):
    """Intercept, modulo 1, after giving consecutive integers to maxima."""
    i = np.where((signal[1:-1] > signal[:-2])
                 & (signal[1:-1] > signal[2:]))[0] + 1
    assert len(i) >= 6
    a, b, c = signal[i - 1], signal[i], signal[i + 1]
    peaks = u_grid[i] + 0.5*(a - c)/(a - 2*b + c)*(u_grid[1] - u_grid[0])
    return wrap(np.polyfit(peaks, np.arange(len(i)), 1)[1])


r = relative_dos(full)
x_grid = mobility * B_grid
sig, sig_ref = (conductivity(q, x_grid, parallel) for q in (r, 1.0))
one, one_ref = (conductivity(q, x_grid, 0.0) for q in (r, 1.0))
cut_sigma = maxima_fan(sig.real - sig_ref.real)
cut_rho = maxima_fan((1 / sig).real - (1 / sig_ref).real)
cut_rho_single = maxima_fan((1 / one).real - (1 / one_ref).real)
# tolerance: broadening and a smooth envelope displace maxima slightly
assert abs(wrap(cut_sigma - delta)) < 0.04
assert abs(wrap(cut_rho_single - delta)) < 0.04
assert abs(wrap(cut_rho - cut_sigma - 0.5)) < 0.04
cut_pair = maxima_fan(r + relative_dos(partner))
assert np.cos(2 * np.pi * delta) > 0 and abs(cut_pair) < 0.04

# Phase-reversal conditions, by differencing the inverted tensor
step = 1e-5
for s in (0.0, 0.2, 0.5, 1.0, 2.0, 5.0):
    for x in (0.5, 1.3, 1.8, 2.7, 4.0, 8.0):
        hi, lo = conductivity(1 + step, x, s), conductivity(1 - step, x, s)
        assert np.sign((1/hi).real - (1/lo).real) == np.sign(1 + s - s*x)
        assert np.sign(hi.real - lo.real) == np.sign(x - 1)

print(f"hbar v = {full.hv:.0f} meV nm, m = {1/full.inv_m:.1f} m_e")
print(f"half gap = {full.gap:.0f} meV, g = {full.g:.0f}, mu = {mu:.0f} meV")
print(f"Fermi wave number = {data['k']:.4f} 1/nm")
print(f"W at Fermi contour = {W:.2f} meV")
print(f"gap/W = spin expectation = {ratio:.4f}")
print(f"cyclotron mass = {data['mc']:.5f} m_e")
print(f"level spacing per field = {spacing:.4f} meV/T")
print(f"orbital moment = {data['moment'] / FLUX:.4f} meV/T")
print(f"frequency F from area = {data['F']:.3f} T")
print(f"frequency F from fan = {slope:.3f} T")
print(f"Berry phase = {data['berry'] / np.pi:.4f} pi")
print(f"orbital-moment phase = {data['orbital'] / np.pi:.4f} pi")
print(f"Zeeman phase = {data['zeeman'] / np.pi:.4f} pi")
print(f"total phase, unreduced = {total / np.pi:.4f} pi")
print(f"predicted intercept = {delta:.4f}")
print(f"fan intercept, n = 20..40 = {cut:.4f}")
print(f"fan intercept, n = 10..16 = {cut_high:.4f}")
print(f"intercept if Berry phase alone = {berry_only:.4f}")
print(f"fan intercept with g = 0 = {cut0:.4f}")
print(f"predicted intercept with g = 0 = {data0['intercept']:.4f}")
print(f"phase read from fan, mod 2 pi = {(2 * cut + 1) % 2:.4f} pi")
print(f"true Berry phase, mod 2 pi = {(data['berry']/np.pi) % 2:.4f} pi")
for gap, phase, c in dirac:
    print(f"pure Dirac, half gap {gap:.0f} meV: Berry phase mod 2 pi = "
          f"{phase:.4f} pi, |intercept| = {abs(c):.4f}")
print(f"chemical-potential drift = {eta:.1f} meV/T")
print(f"intercept shift by drift: fan = {cut_drift - cut:.4f}")
print(f"intercept shift by drift: formula = {eta / spacing:.4f}")
print(f"partner-orbit fan intercept = {cut_p:.4f}")
print(f"pair: intercept of summed density of states = {cut_pair:.4f}")
print(f"pair: |cos(total phase)| = {abs(np.cos(total)):.4f}")
print(f"level broadening (Gaussian sigma) = {width:.1f} meV")
print(f"pocket mobility = {mobility:.1f} m^2/(V s)")
print(f"field range = {B_grid.min():.1f} to {B_grid.max():.1f} T")
print(f"omega_c tau range = {x_grid.min():.1f} to {x_grid.max():.1f}")
print(f"parallel channel s = {parallel:.1f} (pocket conductivity = 1)")
print(f"antiphase threshold omega_c tau = {1 + 1 / parallel:.2f}")
print(f"intercept, conductivity maxima, s = 2: {cut_sigma:.3f}")
print(f"intercept, resistivity maxima, s = 2: {cut_rho:.3f}")
print(f"intercept, resistivity maxima, s = 0: {cut_rho_single:.3f}")
print(f"shift from wrong indexing = {abs(wrap(cut_rho - cut_sigma)):.3f}")
print("done: every assertion held")
```

Printed output:

```
hbar v = 300 meV nm, m = 0.5 m_e
half gap = 50 meV, g = 20, mu = 150 meV
Fermi wave number = 0.4229 1/nm
W at Fermi contour = 136.37 meV
gap/W = spin expectation = 0.3666
cyclotron mass = 0.09380 m_e
level spacing per field = 1.2342 meV/T
orbital moment = -0.1838 meV/T
frequency F from area = 58.863 T
frequency F from fan = 58.865 T
Berry phase = -0.6334 pi
orbital-moment phase = -0.2979 pi
Zeeman phase = -0.3439 pi
total phase, unreduced = -1.2751 pi
predicted intercept = -0.1376
fan intercept, n = 20..40 = -0.1402
fan intercept, n = 10..16 = -0.1434
intercept if Berry phase alone = 0.1833
fan intercept with g = 0 = 0.0342
predicted intercept with g = 0 = 0.0344
phase read from fan, mod 2 pi = 0.7195 pi
true Berry phase, mod 2 pi = 1.3666 pi
pure Dirac, half gap 20 meV: Berry phase mod 2 pi = 1.1333 pi, |intercept| = 0.0000
pure Dirac, half gap 50 meV: Berry phase mod 2 pi = 1.3333 pi, |intercept| = 0.0000
pure Dirac, half gap 100 meV: Berry phase mod 2 pi = 1.6667 pi, |intercept| = 0.0000
chemical-potential drift = 0.2 meV/T
intercept shift by drift: fan = 0.1625
intercept shift by drift: formula = 0.1620
partner-orbit fan intercept = 0.1349
pair: intercept of summed density of states = 0.0047
pair: |cos(total phase)| = 0.6491
level broadening (Gaussian sigma) = 1.5 meV
pocket mobility = 1.0 m^2/(V s)
field range = 3.0 to 5.2 T
omega_c tau range = 3.0 to 5.2
parallel channel s = 2.0 (pocket conductivity = 1)
antiphase threshold omega_c tau = 1.50
intercept, conductivity maxima, s = 2: -0.141
intercept, resistivity maxima, s = 2: 0.360
intercept, resistivity maxima, s = 0: -0.134
shift from wrong indexing = 0.499
done: every assertion held
```
